# Compatibility relations for p and d levels in cubic crystals

An electron moves in a crystal with one of the three cubic Bravais lattices. The potential $V(\mathbf r)$ is invariant under all 48 operations of $O_h$ about the origin, without any accompanying fractional translation. There is no magnetic order, and spin-orbit coupling is neglected. At $\Gamma$ the p orbitals $(x,y,z)$ form the level $\Gamma_{15}$, while the d orbitals form $\Gamma_{25'}$, with basis $(yz,zx,xy)$, and $\Gamma_{12}$, with basis

$$u=\tfrac12(2z^2-x^2-y^2),\qquad v=\tfrac{\sqrt3}{2}(x^2-y^2).$$

These names denote the symmetry of the Bloch states, whose radial shape is free. We leave $\Gamma$ along $\mathbf k=\kappa\mathbf n$, with $\mathbf n$ along $[001]$ (line $\Delta$), $[111]$ (line $\Lambda$) or $[110]$ (line $\Sigma$). The point $\mathbf k$ stays inside the first Brillouin zone and $\kappa>0$. Hartree atomic units are used.

## (a) Which symmetries survive, and what do they say about the levels?

**Problem.** Find the operations that commute with the Bloch Hamiltonian on each line. Show that the symmetry labels near $\Gamma$ follow from the representation at $\Gamma$ alone.

**Solution.** Writing a Bloch function as $e^{i\mathbf k\cdot\mathbf r}$ times a lattice-periodic function gives, for the periodic part,

$$H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r).$$

Let $D(g)f(\mathbf r)=f(g^{-1}\mathbf r)$. Then $p^2$, $k^2$ and $V$ are unchanged by $D(g)$, and $D(g)(\mathbf k\cdot\mathbf p)D(g)^{-1}=(g\mathbf k)\cdot\mathbf p$. Therefore

$$D(g)H(\mathbf k)D(g)^{-1}=H(g\mathbf k).$$

An operation $h$ with $h\mathbf k=\mathbf k$ commutes with $H(\mathbf k)$. These operations form the little group $G_{\mathbf k}$. A relation $h\mathbf k=\mathbf k+\mathbf G$ with a reciprocal vector $\mathbf G\neq0$ would require $|\mathbf k+\mathbf G|=|\mathbf k|$, which places $\mathbf k$ on a zone boundary or outside the zone, so it does not occur here.

The operations of $O_h$ permute the coordinates and change their signs. Those that fix $\mathbf n$ are:

- $\Delta$: $z$ is fixed, while $x$ and $y$ may be exchanged and given any signs. This gives $2\times4=8$ operations, the group $C_{4v}$.
- $\Lambda$: all signs are positive and any permutation is allowed. This gives 6 operations, the group $C_{3v}$.
- $\Sigma$: $x$ and $y$ may be exchanged, and $z$ may change sign. This gives 4 operations, the group $C_{2v}$.

Now take a $\Gamma$ level separated from the others by a gap. Let $P(\kappa)$ project onto the levels that grow out of it. The number of times an irreducible representation $\alpha$ of $G_{\mathbf k}$ occurs among them follows from the orthonormality of characters:

$$m_\alpha=\frac1{|G_{\mathbf k}|}\sum_{h\in G_{\mathbf k}}\chi_\alpha(h)^*\,\mathrm{Tr}[P(\kappa)D(h)].$$

The right side is continuous in $\kappa$ and the left side is an integer, so $m_\alpha$ is constant until this group of levels touches another. At $\kappa=0$ the trace is the character $\chi_\Gamma(h)$ of the $\Gamma$ level. Hence

$$m_\alpha=\frac1{|G_{\mathbf k}|}\sum_{h\in G_{\mathbf k}}\chi_\alpha(h)^*\chi_\Gamma(h).$$

This is the compatibility relation: restrict the $\Gamma$ representation to the smaller group and reduce it. States that are partners in one irreducible representation remain degenerate. Different representations are not connected by any operation of $G_{\mathbf k}$, so a coincidence of their energies would be accidental.

## (b) How do the p and d levels reduce?

**Problem.** Carry out the reduction on the three lines and identify the orbitals.

**Solution.** On $\Delta$ let $m_a$ denote the mirrors $x\to-x$ and $y\to-y$, and $m_d$ the mirrors $x\leftrightarrow y$ and $x\leftrightarrow-y$. The last three rows are traces in the given bases. For example, $C_4$ reverses $xy$ and maps $yz$ and $zx$ into each other up to sign, so its trace in $\Gamma_{25'}$ is $-1$.

| | $E$ | $C_2$ | $2C_4$ | $2m_a$ | $2m_d$ |
|---|---|---|---|---|---|
| $\Delta_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Delta_{1'}$ | 1 | 1 | 1 | −1 | −1 |
| $\Delta_2$ | 1 | 1 | −1 | 1 | −1 |
| $\Delta_{2'}$ | 1 | 1 | −1 | −1 | 1 |
| $\Delta_5$ | 2 | −2 | 0 | 0 | 0 |
| $\Gamma_{15}$ | 3 | −1 | 1 | 1 | 1 |
| $\Gamma_{12}$ | 2 | 2 | 0 | 2 | 0 |
| $\Gamma_{25'}$ | 3 | −1 | −1 | −1 | 1 |

For $\Gamma_{15}$, $m(\Delta_1)=(3-1+2+2+2)/8=1$ and $m(\Delta_5)=(6+2)/8=1$. These account for all three states. For $\Gamma_{12}$, $\Delta_1$ and $\Delta_2$ each give $(2+2+0+4+0)/8=1$. For $\Gamma_{25'}$, $m(\Delta_{2'})=(3-1+2+2+2)/8=1$ and $m(\Delta_5)=(6+2)/8=1$. Thus

$$\Gamma_{15}\to\Delta_1+\Delta_5,\quad \Gamma_{12}\to\Delta_1+\Delta_2,\quad \Gamma_{25'}\to\Delta_{2'}+\Delta_5.$$

The single states are $z$ for p, $u$ and $v$ for $\Gamma_{12}$, and $xy$ for $\Gamma_{25'}$. The pairs are $(x,y)$ and $(yz,zx)$.

On $\Lambda$ the group permutes the coordinates. It permutes $(yz,zx,xy)$ in the same way as $(x,y,z)$, so the two triplets have equal characters.

| | $E$ | $2C_3$ | $3m$ |
|---|---|---|---|
| $\Lambda_1$ | 1 | 1 | 1 |
| $\Lambda_2$ | 1 | 1 | −1 |
| $\Lambda_3$ | 2 | −1 | 0 |
| $\Gamma_{15},\Gamma_{25'}$ | 3 | 0 | 1 |
| $\Gamma_{12}$ | 2 | −1 | 0 |

The last row equals $\Lambda_3$. The row above it is the sum of $\Lambda_1$ and $\Lambda_3$. Thus

$$\Gamma_{15}\to\Lambda_1+\Lambda_3,\quad \Gamma_{12}\to\Lambda_3,\quad \Gamma_{25'}\to\Lambda_1+\Lambda_3.$$

The single states are $x+y+z$ and $yz+zx+xy$. The $\Gamma_{12}$ level does not split.

On $\Sigma$ let $C_2$ be the rotation $(x,y,z)\to(y,x,-z)$, $m_z$ the mirror $z\to-z$, and $m_d$ the mirror $x\leftrightarrow y$. The numbering of the representations is a convention, fixed here by the characters.

| | $E$ | $C_2$ | $m_z$ | $m_d$ |
|---|---|---|---|---|
| $\Sigma_1$ | 1 | 1 | 1 | 1 |
| $\Sigma_2$ | 1 | 1 | −1 | −1 |
| $\Sigma_3$ | 1 | −1 | −1 | 1 |
| $\Sigma_4$ | 1 | −1 | 1 | −1 |

All representations are one-dimensional, so it suffices to read the signs of suitable combinations:

- $\Gamma_{15}$: $x+y$ has signs $(+,+,+)$ under $(C_2,m_z,m_d)$, $z$ has $(-,-,+)$, and $x-y$ has $(-,+,-)$.
- $\Gamma_{12}$: $u$ has $(+,+,+)$ and $v$ has $(-,+,-)$.
- $\Gamma_{25'}$: $xy$ has $(+,+,+)$, $(x-y)z$ has $(+,-,-)$, and $(x+y)z$ has $(-,-,+)$.

Therefore

$$\Gamma_{15}\to\Sigma_1+\Sigma_3+\Sigma_4,\quad \Gamma_{12}\to\Sigma_1+\Sigma_4,\quad \Gamma_{25'}\to\Sigma_1+\Sigma_2+\Sigma_3.$$

Barring accidental degeneracy, the d shell has four distinct levels on $\Delta$, three on $\Lambda$ and five on $\Sigma$.

## (c) Can other symmetries or mixing change this?

**Problem.** Decide whether time reversal adds degeneracies, and what happens when two levels carry the same label.

**Solution.** Time reversal $\Theta$ and inversion $I$ each reverse $\mathbf k$. Their product $\mathcal A=\Theta I$ preserves it and commutes with $H(\mathbf k)$ and with every $D(h)$. Without spin, $\mathcal A^2=1$. Each irreducible representation in the tables can be written with real matrices. If states $\phi_i$ transform with such matrices, the states $\mathcal A\phi_i$ transform with the same ones. If they lie in the span of the $\phi_i$, Schur's lemma gives $\mathcal A\phi_i=e^{i\theta}\phi_i$ with one common phase, and applying $\mathcal A$ twice gives $e^{-i\theta}e^{i\theta}\phi_i=\phi_i$, as required. If they lie outside it, the states $\psi_i=\phi_i+\mathcal A\phi_i$ are nonzero, have the same energy, transform with the same real matrices, and obey $\mathcal A\psi_i=\psi_i$ because $\mathcal A^2=1$. In either case there is a single copy of the representation that is closed under $\mathcal A$, so no second copy is forced to join it.

Matrix elements of $H(\mathbf k)$ between different representations vanish, so levels with different labels can cross. Levels with the same label can be coupled. For two such levels with diagonal energies $\epsilon_1,\epsilon_2$ and coupling $w$, the separation is $\sqrt{(\epsilon_1-\epsilon_2)^2+4|w|^2}$, so a crossing needs both terms to vanish at the same $\kappa$. The two $\Lambda_3$ levels of the d shell, and its two $\Sigma_1$ levels, can therefore repel.

Inversion is absent from all three little groups, so p and d states can mix as well. For instance, $z$ and $u$ both belong to $\Delta_1$. Far from $\Gamma$ the label stays sharp, while the description "p" or "d" need not.

## (d) How do the splittings begin?

**Problem.** Find the leading dependence on $\kappa$ and relate the splittings on the three lines.

**Solution.** Project the basis states of an isolated $\Gamma$ level onto the levels that grow out of it, and orthonormalize them with the inverse square root of their overlap matrix. This construction respects the symmetry. It gives a small matrix $h(\mathbf k)$, measured from the $\Gamma$ energy and smooth near $\mathbf k=0$, that obeys $D(g)h(\mathbf k)D(g)^{-1}=h(g\mathbf k)$, where $D(g)$ are now the matrices of the $\Gamma$ representation. Inversion is $+1$ or $-1$ times the unit matrix on this level, so $h(-\mathbf k)=h(\mathbf k)$. Linear terms are absent, and the shifts start at order $k^2$.

**Triplets.** For $(x,y,z)$, the mirror $x\to-x$ has the matrix $\mathrm{diag}(-1,1,1)$. It and its two analogues make $h_{xy}$ odd in $k_x$ and $k_y$ and even in $k_z$, while diagonal elements are even in every component. Coordinate permutations make the coefficients equal. To second order,

$$h_{ii}=Lk_i^2+M(k^2-k_i^2),\qquad h_{ij}=Nk_ik_j\quad(i\neq j).$$

The exchange $x\leftrightarrow y$ gives $h_{yx}=h_{xy}$, so hermiticity makes $N$ real. The basis $(yz,zx,xy)$ permutes in the same way, and its mirror matrices differ from those above by an overall sign, which cancels in $DhD^{-1}$. The same form therefore holds for $\Gamma_{25'}$, with its own constants.

On $\Delta$ the matrix is $\kappa^2\,\mathrm{diag}(M,M,L)$. On $\Lambda$, $k_i^2=\kappa^2/3$, so each diagonal element is $(L+2M)\kappa^2/3$ and each off-diagonal one is $N\kappa^2/3$. The vector $(1,1,1)$ adds two off-diagonal elements to the diagonal one, and vectors orthogonal to it subtract one:

$$\frac{E_{\Lambda_1}}{\kappa^2}=\frac{L+2M+2N}{3},\qquad \frac{E_{\Lambda_3}}{\kappa^2}=\frac{L+2M-N}{3}.$$

On $\Sigma$, $k_x=k_y=\kappa/\sqrt2$. The third basis state has the coefficient $M$. The first two have diagonal elements $(L+M)\kappa^2/2$ and coupling $N\kappa^2/2$, so their sum and difference have

$$\frac{E_\pm}{\kappa^2}=\frac{L+M\pm N}{2}.$$

For p, the states $(+,-,\text{third})$ are $(\Sigma_1,\Sigma_4,\Sigma_3)$. For $\Gamma_{25'}$ they are $(\Sigma_3,\Sigma_2,\Sigma_1)$. Three constants thus govern seven level coefficients. If $L=M$ and $N=0$, the triplet does not split at this order.

**Doublet.** The coordinate mirrors leave $u$ and $v$ unchanged, so $h$ is even in each $k_i$ and $h=\sum_i k_i^2K_i$. The matrix $K_z$ commutes with $C_4$ about $z$, which is $\mathrm{diag}(1,-1)$ in the basis $(u,v)$. Hence $K_z=\mathrm{diag}(A+B,A-B)$, or

$$K_z=A+B(2\mathbf e_z\mathbf e_z^T-1),\qquad \mathbf e_z=(1,0)^T.$$

A threefold rotation turns $u$ into $\tfrac12(2x^2-y^2-z^2)=-\tfrac12u+\tfrac{\sqrt3}2v$, or into the corresponding $y$ function $-\tfrac12u-\tfrac{\sqrt3}2v$. Using these vectors in place of $\mathbf e_z$ gives

$$K_{x,y}=A+B\begin{pmatrix}-\tfrac12&\mp\tfrac{\sqrt3}2\\ \mp\tfrac{\sqrt3}2&\tfrac12\end{pmatrix},$$

with the upper sign for $x$. On $\Delta$, $h=\kappa^2K_z$. On $\Lambda$, the three $B$ terms cancel. On $\Sigma$, $h=\tfrac12\kappa^2(K_x+K_y)$, in which the off-diagonal terms cancel. The splittings are

$$E_u-E_v=2B\kappa^2\ (\Delta),\qquad 0\ (\Lambda),\qquad -B\kappa^2\ (\Sigma).$$

To leading order the $\Sigma$ splitting is half the $\Delta$ splitting, with the order of $u$ and $v$ reversed.

## (e) What happens in a definite band model?

**Problem.** Take an fcc crystal with one atom per cell, p and d orbitals, and hopping to the 12 nearest neighbours. Compute the levels and compare them with the predictions.

**Solution.** Let $a$ be the cubic lattice constant. We adopt the two-centre approximation, in which hopping along a bond is taken to conserve the angular momentum about it. This is a choice of model: the crystal itself is not axially symmetric about a bond, and cubic symmetry alone would allow three pp and six dd constants for a nearest-neighbour bond instead of the two and three used here. The components $0,\pm1,\pm2$ are called $\sigma,\pi,\delta$. The chosen energies, in hartree, are:

- on-site: $0.5$ for p and $0$ for d;
- pp: $\sigma=0.05$, $\pi=-0.01$;
- dd: $\sigma=-0.012$, $\pi=0.008$, $\delta=-0.002$;
- pd: $\sigma=-0.06$, $\pi=0.02$.

At $\Gamma$ all neighbours contribute in phase, and parity removes the pd terms. For $p_z$, the $\sigma$ weight of a bond $\mathbf n$ is $n_z^2$. Its sum over 12 bonds is $12/3=4$, which leaves 8 for $\pi$:

$$E(\Gamma_{15})=0.5+4(0.05)+8(-0.01)=0.620.$$

For a normalized $xy$ orbital the $\sigma$ weight is $3n_x^2n_y^2$ and the $\pi$ weight is $n_x^2+n_y^2-4n_x^2n_y^2$. These follow by writing the orbital as $\mathbf r\cdot T\mathbf r$, with $T_{xy}=T_{yx}=1/\sqrt2$. The $\sigma$ amplitude is $\sqrt{3/2}\,\mathbf n\cdot T\mathbf n$, and the $\pi$ amplitudes are $\sqrt2\,\mathbf e\cdot T\mathbf n$ for the two unit vectors $\mathbf e\perp\mathbf n$. The four bonds in the $xy$ plane have weights $(\sigma,\pi)=(3/4,0)$, and the other eight have $(0,1/2)$. The sums are 3 and 4, leaving 5 for $\delta$:

$$E(\Gamma_{25'})=3(-0.012)+4(0.008)+5(-0.002)=-0.014.$$

Over all five d orbitals each bond has total weights $(1,2,2)$, so 12 bonds give $(12,24,24)$. Subtracting three times $(3,4,5)$ and halving gives $(1.5,6,4.5)$ for each $\Gamma_{12}$ orbital:

$$E(\Gamma_{12})=1.5(-0.012)+6(0.008)+4.5(-0.002)=0.021.$$

For $\mathbf k\neq0$ each hopping matrix is multiplied by $e^{i\mathbf k\cdot\mathbf R}$, where $\mathbf R$ is the neighbour's position, and the $8\times8$ Hamiltonian is diagonalized numerically. Labels come from the traces of the little-group operations in each eigenspace. At $\kappa a=0.5$ the energies in hartree are:

| Level | $\Gamma_{15}$ | $\Gamma_{25'}$ | $\Gamma_{12}$ |
|---|---|---|---|
| $\Delta$ | $\Delta_1$ 0.6150 | $\Delta_{2'}$ −0.0147 | $\Delta_1$ 0.0198 |
| | $\Delta_5$ 0.6195 | $\Delta_5$ −0.0140 | $\Delta_2$ 0.0213 |
| $\Lambda$ | $\Lambda_1$ 0.6136 | $\Lambda_1$ −0.0156 | $\Lambda_3$ 0.0206 |
| | $\Lambda_3$ 0.6203 | $\Lambda_3$ −0.0136 | |
| $\Sigma$ | $\Sigma_1$ 0.6140 | $\Sigma_3$ −0.0154 | $\Sigma_4$ 0.0202 |
| | $\Sigma_3$ 0.6196 | $\Sigma_1$ −0.0140 | $\Sigma_1$ 0.0210 |
| | $\Sigma_4$ 0.6206 | $\Sigma_2$ −0.0133 | |

The labels and degeneracies agree with part (b). The order within each column depends on the hopping energies.

For the quadratic coefficients, the shift from $\Gamma$ at $\kappa a=0.002$ is divided by $(\kappa a)^2$. The two $\Delta$ coefficients give $L$ and $M$, and the difference between $\Lambda_1$ and $\Lambda_3$ gives $N$. For p, in hartree, $L=-0.01993$, $M=-0.00178$ and $N=-0.02681$. The prediction for $\Sigma_1$ is

$$\tfrac12(-0.01993-0.00178-0.02681)=-0.02426.$$

The corresponding values for $\Sigma_4$ and $\Sigma_3$ are $0.00255$ and $-0.00178$. Direct diagonalization on $\Sigma$ gives the same three numbers to the digits shown. At $\kappa a=0.5$ the quadratic law gives a $\Sigma_1$ shift of $-0.02426\times0.25=-0.0061$, against a computed $0.6140-0.6200=-0.0060$.

For $\Gamma_{12}$, $B=-0.00316$ hartree. The differences $E_u-E_v$, divided by $(\kappa a)^2$, are $-0.00632$ on $\Delta$ and $+0.00316$ on $\Sigma$, a ratio of $-0.5$. The reversal is visible in the table: $u$ lies below $v$ on $\Delta$ and above it on $\Sigma$.

At the general point $\mathbf ka=(0.37,0.91,1.43)$ the little group contains the identity alone. All eight levels are then distinct, with a smallest gap of $0.0043$ hartree.

The labels in part (b) were derived for the symmetry assumed at the start, and other crystals need their own reduction. Zincblende crystals lack inversion. Their point group keeps only the signed permutations that leave $xyz$ unchanged, so the little group has order 4 on $\Delta$ and 2 on $\Sigma$, while on $\Lambda$ it is still $C_{3v}$. A smaller little group need not split more levels. Let $S_4$ be the operation $(x,y,z)\to(y,-x,-z)$, which zincblende keeps. On $\Delta$ both $S_4$ and $\Theta$ reverse $\mathbf k$, so $\Theta S_4$ preserves it. Without spin, $(\Theta S_4)^2=S_4^2=C_2$, which is $-1$ on the states that grow out of $(x,y)$ or $(yz,zx)$. An antiunitary symmetry whose square is $-1$ takes every state to an orthogonal one, so these pairs remain degenerate. With spin-orbit coupling, the representations must include spin. At the ends of the lines, on the zone boundary, the little group can be larger and the reduction must be done afresh.
